# Small-signal relaxation of a bulk trap at its Fermi-level crossing: a program that tests the result

```python
# RESULT UNDER TEST
# A trap obeying df/dt = c n (1-f) - e f relaxes, for small disturbances,
# at the rate e/(1-f0). This is 2e where its effective level meets the
# electron quasi-Fermi level (f0 = 1/2) in a Schottky depletion layer.
# The loss summed over all positions peaks near omega = 1.98 e.
# SYMBOLS
# f occupancy, f0 its steady value, n free-electron density, c capture
# coefficient, e emission rate, w = omega/e, u = (Fermi - trap level)/kT,
# W depletion width, edge_dist distance from the crossing to that edge.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar

q, kB, hbar, m0 = sc.e, sc.k, sc.hbar, sc.m_e

# ---------- inputs: rough values for n-type GaAs with an EL3-like trap
T = 300.0
mass, hole_mass, eps_r, gap = 0.067, 0.5, 12.9, 1.42
N = 1e22                 # m^-3, free electrons in the neutral bulk
trap_fraction = 0.01     # N_T / N
depth = 0.58             # eV, effective trap depth
sigma = 1e-17            # m^2, capture cross-section
barrier, reverse = 0.85, 2.0   # eV, V
ac_volt = 0.010          # V, amplitude at the terminals
v_drift = 1e5            # m/s, rough drift velocity at high field
breakdown = 4e7          # V/m, rough breakdown field

eps = eps_r * sc.epsilon_0
kT = kB * T / q          # eV, and also volts


def band_density(m, temp):
    return 2 * (m * m0 * kB * temp / (2 * np.pi * hbar**2))**1.5


def mean_speed(m, temp):
    return np.sqrt(8 * kB * temp / (np.pi * m * m0))


def emission(temp):
    return (sigma * mean_speed(mass, temp) * band_density(mass, temp)
            * np.exp(-depth * q / (kB * temp)))


Nc = band_density(mass, T)
e_n = emission(T)
n1 = Nc * np.exp(-depth / kT)
fermi_depth = kT * np.log(Nc / N)
total_bend = barrier - fermi_depth + reverse
trap_bend = depth - fermi_depth
W = np.sqrt(2 * eps * (total_bend - kT) / (q * N))
edge_dist = np.sqrt(2 * eps * (trap_bend - kT) / (q * N))
x_cross = W - edge_dist
F_cross, F_max = q * N * edge_dist / eps, q * N * W / eps
width_kT = kT / F_cross


# ---------- rates from the master equation of one empty, g filled states
def charge_mode(g, capture):
    """Fastest relaxation rate and filling; emission rate is 1."""
    M = np.zeros((g + 1, g + 1))
    M[0, 1:] = 1.0
    M[1:, 0] = capture
    M -= np.diag(M.sum(axis=0))
    vals, vecs = np.linalg.eig(M)
    steady = np.real(vecs[:, np.argmin(abs(vals))])
    steady = steady / steady.sum()
    return np.max(-vals.real), 1 - steady[0]


rate_half, fill_half = charge_mode(1, 1.0)
rate_half2, fill_half2 = charge_mode(2, 0.5)
rate_bare2, fill_bare2 = charge_mode(2, 1.0)
rate_empty, _ = charge_mode(1, 1e-9)
assert abs(fill_half - 0.5) < 1e-10 and abs(rate_half - 2) < 1e-10
assert abs(fill_half2 - 0.5) < 1e-10 and abs(rate_half2 - 2) < 1e-10
assert abs(rate_bare2 - 3) < 1e-10 and abs(rate_empty - 1) < 1e-8
for g, cap in [(1, 0.2), (2, 3.7), (4, 0.6)]:
    r, fill = charge_mode(g, cap)
    assert abs(r - 1 / (1 - fill)) < 1e-9


# ---------- linear response against the full rate equation in time
def first_harmonic(ratio, amp, w):
    """Response of f per unit amp for n/n1 = ratio*exp(amp*cos(wt))."""
    period = 2 * np.pi / w
    t = 12 * period + np.arange(128) * period / 128
    sol = solve_ivp(
        lambda s, f: ratio * np.exp(amp * np.cos(w * s)) * (1 - f) - f,
        (0, 13 * period), [ratio / (1 + ratio)], method="DOP853",
        t_eval=t, rtol=1e-10, atol=1e-13, max_step=period / 30)
    return 2 * np.mean(sol.y[0] * np.exp(-1j * w * t)) / amp


def linear_response(f0, w):
    return f0 * (1 - f0) / (1 + 1j * w * (1 - f0))


for ratio, w in [(1, 0.5), (1, 2.0), (1, 8.0), (4, 2.0), (0.25, 2.0)]:
    expected = linear_response(ratio / (1 + ratio), w)
    found = first_harmonic(ratio, 0.01, w)
    assert abs(found / expected - 1) < 3e-4
local = first_harmonic(1, 0.01, 2.0)
local_phase = -np.degrees(np.angle(local))
drive = ac_volt * edge_dist / W / kT
finite_amp = abs(first_harmonic(1, drive, 2.0)
                 / linear_response(0.5, 2.0) - 1)


# ---------- sum over positions: closed form against quadrature
def K(w):
    return np.log(1 + 1j * w) / (1j * w)


def integrand(u, w):
    return linear_response(1 / (1 + np.exp(-u)), w)


for w in (0.3, 2.0, 15.0):
    re = quad(lambda u: integrand(u, w).real, -40, 40, limit=200)[0]
    im = quad(lambda u: integrand(u, w).imag, -40, 40, limit=200)[0]
    assert abs(re + 1j * im - K(w)) < 1e-7
w_peak = brentq(lambda w: 2 * w**2 / (1 + w**2) - np.log(1 + w**2), 1, 4)
peak_height = -K(w_peak).imag


def find_peak(loss):
    res = minimize_scalar(lambda s: -loss(np.exp(s)), method="bounded",
                          bounds=(np.log(0.5), np.log(6)),
                          options={"xatol": 1e-7})
    return np.exp(res.x)


assert abs(find_peak(lambda w: -K(w).imag) / w_peak - 1) < 1e-5


def weighted_peak(trap_depth):
    """Peak when the weight varies across the crossing."""
    a = kT / (2 * (trap_depth - fermi_depth - kT))
    u = np.linspace(-40, 1 / (2 * a), 20001)
    f = 1 / (1 + np.exp(-u))
    weight = np.sqrt(np.maximum(1 - 2 * a * u, 0))
    return find_peak(
        lambda w: -np.sum(weight * linear_response(f, w)).imag)


# ---------- self-consistent Poisson solution and its ac response
class Device:
    def __init__(self, trap_depth, fraction):
        self.h, self.t = 0.25e-9, fraction
        self.x = np.arange(1, 4400) * self.h       # interior points
        self.k = q * N / (eps * kT)                # 1 / Debye length^2
        n1_rel = Nc * np.exp(-trap_depth / kT) / N
        donors = 1 + fraction / (1 + n1_rel)
        top = total_bend / kT
        bend = top * np.maximum(1 - self.x / W, 0)**2
        for _ in range(100):
            n = np.exp(-bend)
            f = n / (n + n1_rel)
            padded = np.concatenate(([top], bend, [0.0]))
            res = (np.diff(padded, 2) / self.h**2
                   - self.k * (donors - n - fraction * f))
            step = self.solve(n + fraction * f * (1 - f), -res)
            bend = bend + np.clip(step, -2, 2)
            if np.max(abs(step)) < 1e-9:
                break
        else:
            raise RuntimeError("Poisson iteration did not converge")
        self.n = np.exp(-bend)
        self.f = self.n / (self.n + n1_rel)

    def solve(self, screening, rhs):
        band = np.zeros((3, len(self.x)), dtype=np.asarray(screening).dtype)
        band[0, 1:] = band[2, :-1] = 1 / self.h**2
        band[1] = -2 / self.h**2 - self.k * screening
        return solve_banded((1, 1), band, rhs)

    def capacitance(self, w):
        """Complex C per area from the stored and lost energy."""
        screening = self.n + self.t * linear_response(self.f, w)
        rhs = np.zeros(len(self.x), dtype=complex)
        rhs[0] = -1 / self.h**2
        s = self.solve(screening, rhs)
        full = np.concatenate(([1.0], s, [0.0]))
        C = eps * (np.sum(abs(np.diff(full))**2) / self.h
                   + self.h * self.k * np.sum(screening * abs(s)**2))
        flux = eps * (1 - s[0]) / self.h
        assert abs(C / flux - 1) < 1e-5
        return C

    def peak(self):
        return find_peak(lambda w: -self.capacitance(w).imag)


dilute = Device(depth, 1e-4)
x_poisson = np.interp(0.5, dilute.f, dilute.x)
assert abs(x_poisson / x_cross - 1) < 3e-3
peak_dilute, peak_weighted = dilute.peak(), weighted_peak(depth)
assert abs(peak_dilute / peak_weighted - 1) < 5e-3
deep = Device(2 * depth, 1e-4)
peak_deep = deep.peak()
assert abs(peak_deep / weighted_peak(2 * depth) - 1) < 5e-3
assert abs(peak_deep - w_peak) < 0.7 * abs(peak_dilute - w_peak)

diode = Device(depth, trap_fraction)
peak_diode = diode.peak()
C_high = diode.capacitance(1e9).real
step_poisson = diode.capacitance(1e-6).real - C_high
C_depl = eps / W
step_formula = C_depl * trap_fraction * edge_dist / W
# remaining difference: trap charge shifts the field by order N_T/N
assert abs(step_poisson / step_formula - 1) < 0.02
assert abs(C_high / C_depl - 1) < 0.02
G_formula = w_peak * e_n * peak_height * step_formula
G_poisson = -peak_diode * e_n * diode.capacitance(peak_diode).imag
assert abs(G_poisson / G_formula - 1) < 0.08   # finite-kT peak shift

# ---------- sizes of neglected effects
e_p = (sigma * mean_speed(hole_mass, T) * band_density(hole_mass, T)
       * np.exp(-(gap - depth) / kT))
richardson = q * mass * m0 * kB**2 / (2 * np.pi**2 * hbar**3)


def leakage(v_rev):
    """Thermionic current density with image-force barrier lowering."""
    bend = barrier - fermi_depth + v_rev
    field = np.sqrt(2 * q * N * (bend - kT) / eps)
    lowering = np.sqrt(q * field / (4 * np.pi * eps))
    return richardson * T**2 * np.exp(-(barrier - lowering) / kT)


J_leak = leakage(reverse)
G_leak = (leakage(reverse + 0.01) - leakage(reverse - 0.01)) / 0.02
n_leak = J_leak / (q * v_drift)
mobility = v_drift / F_cross
supply_drop = (w_peak * e_n * abs(K(w_peak)) * step_formula
               * (W / edge_dist)**2 * width_kT / (q * mobility * n1))


def tunnel_gain(energy):
    """Boltzmann gain minus triangular-barrier loss; energy in kT."""
    E = energy * kT * q
    return energy - 4 * np.sqrt(2 * mass * m0) * E**1.5 / (
        3 * hbar * q * F_cross)


best = minimize_scalar(lambda s: -tunnel_gain(s), bounds=(0, 5),
                       method="bounded", options={"xatol": 1e-9})
gain_formula = (hbar * q * F_cross)**2 / (24 * mass * m0 * (kB * T)**3)
assert abs(-best.fun / gain_formula - 1) < 1e-4
poole_frenkel = np.exp(np.sqrt(q * F_cross / (np.pi * eps)) / kT)

# ---------- printed numbers
print(f"temperature: {T:.0f} K; kT: {kT*1e3:.2f} meV")
print(f"electron mass: {mass} m0; relative permittivity: {eps_r}")
print(f"bulk electron density N: {N*1e-6:.1e} cm^-3")
print(f"trap fraction N_T/N: {trap_fraction}")
print(f"effective trap depth: {depth} eV")
print(f"capture cross-section: {sigma*1e4:.1e} cm2")
print(f"barrier: {barrier} eV; reverse bias: {reverse} V")
print(f"band density Nc: {Nc*1e-6:.3e} cm^-3")
print(f"mean thermal speed: {mean_speed(mass, T)*100:.3e} cm/s")
print(f"density n1 at the crossing: {n1*1e-6:.3e} cm^-3")
print(f"bulk Fermi level below band: {fermi_depth:.4f} eV")
print(f"total band bending: {total_bend:.3f} eV")
print(f"band bending at the crossing: {trap_bend:.4f} eV")
print(f"depletion width W: {W*1e9:.1f} nm")
print(f"crossing to depletion edge: {edge_dist*1e9:.1f} nm")
print(f"crossing depth, formula: {x_cross*1e9:.1f} nm")
print(f"crossing depth, Poisson: {x_poisson*1e9:.1f} nm")
print(f"field at the crossing: {F_cross*1e-8:.4f} MV/cm")
print(f"distance for one kT of bending: {width_kT*1e9:.2f} nm")
print(f"emission rate e: {e_n:.1f} 1/s")
print(f"relaxation rate at crossing: {rate_half*e_n:.1f} 1/s")
print(f"emission time 1/e: {1e3/e_n:.3f} ms")
print(f"relaxation time at crossing: {1e3/(rate_half*e_n):.3f} ms")
print(f"rate/e, half filling, g=1 and 2: {rate_half:.4f}, {rate_half2:.4f}")
print(f"rate/e, bare crossing, g=2: {rate_bare2:.4f}")
print(f"filling at bare crossing, g=2: {fill_bare2:.4f}")
print(f"rate/e in the empty region: {rate_empty:.4f}")
print(f"local phase lag at omega=2e: {local_phase:.2f} degrees")
print(f"summed loss peak, omega/e, sharp limit: {w_peak:.4f}")
print(f"summed peak height (Debye 1/2): {peak_height:.4f}")
print(f"peak omega/e with varying weight: {peak_weighted:.4f}")
print(f"peak omega/e, Poisson, N_T/N=1e-4: {peak_dilute:.4f}")
print(f"peak omega/e, Poisson, this diode: {peak_diode:.4f}")
print(f"same, dilute, twice the trap depth: {peak_deep:.4f}")
print(f"peak frequency, sharp limit: {w_peak*e_n/(2*np.pi):.1f} Hz")
print(f"peak frequency, Poisson: {peak_diode*e_n/(2*np.pi):.1f} Hz")
print(f"depletion capacitance: {C_depl*1e5:.3f} nF/cm2")
print(f"capacitance step, formula: {step_formula*1e8:.2f} pF/cm2")
print(f"capacitance step, Poisson: {step_poisson*1e8:.2f} pF/cm2")
print(f"peak conductance, formula: {G_formula*1e5:.2f} nS/cm2")
print(f"peak conductance, Poisson: {G_poisson*1e5:.2f} nS/cm2")
print(f"depth error if peak is read as e: {kT*np.log(w_peak)*1e3:.1f} meV")
print(f"ac amplitude: {ac_volt*1e3:.0f} mV; at crossing: {drive:.3f} kT/q")
print(f"response change from that amplitude: {finite_amp*100:.2f} %")
print(f"hole/electron emission, equal sigma: {e_p/e_n:.1e}")
print(f"leakage electrons / n1: {n_leak/n1:.1e}")
print(f"leakage conductance: {G_leak*1e5:.2f} nS/cm2")
print(f"supply drop / ac potential at crossing: {supply_drop:.1e}")
print(f"degeneracy correction in bulk: {N/Nc/2**1.5*100:.2f} %")
print(f"tunnelling factor on e (exponent only): {np.exp(-best.fun):.3f}")
print(f"Poole-Frenkel factor if charged: {poole_frenkel:.2f}")
print(f"largest field: {F_max*1e-8:.4f} MV/cm")
print(f"rough breakdown field: {breakdown*1e-8:.1f} MV/cm")
print(f"change of e for +1 K: {(emission(T+1)/e_n-1)*100:.1f} %")
print("done: every assertion held")
```

It prints:

```
temperature: 300 K; kT: 25.85 meV
electron mass: 0.067 m0; relative permittivity: 12.9
bulk electron density N: 1.0e+16 cm^-3
trap fraction N_T/N: 0.01
effective trap depth: 0.58 eV
capture cross-section: 1.0e-13 cm2
barrier: 0.85 eV; reverse bias: 2.0 V
band density Nc: 4.352e+17 cm^-3
mean thermal speed: 4.157e+07 cm/s
density n1 at the crossing: 7.854e+07 cm^-3
bulk Fermi level below band: 0.0975 eV
total band bending: 2.752 eV
band bending at the crossing: 0.4825 eV
depletion width W: 623.5 nm
crossing to depletion edge: 255.2 nm
crossing depth, formula: 368.4 nm
crossing depth, Poisson: 368.3 nm
field at the crossing: 0.0358 MV/cm
distance for one kT of bending: 7.22 nm
emission rate e: 326.5 1/s
relaxation rate at crossing: 653.0 1/s
emission time 1/e: 3.063 ms
relaxation time at crossing: 1.531 ms
rate/e, half filling, g=1 and 2: 2.0000, 2.0000
rate/e, bare crossing, g=2: 3.0000
filling at bare crossing, g=2: 0.6667
rate/e in the empty region: 1.0000
local phase lag at omega=2e: 45.00 degrees
summed loss peak, omega/e, sharp limit: 1.9803
summed peak height (Debye 1/2): 0.4024
peak omega/e with varying weight: 1.9259
peak omega/e, Poisson, N_T/N=1e-4: 1.9260
peak omega/e, Poisson, this diode: 1.9385
same, dilute, twice the trap depth: 1.9558
peak frequency, sharp limit: 102.9 Hz
peak frequency, Poisson: 100.7 Hz
depletion capacitance: 18.319 nF/cm2
capacitance step, formula: 74.96 pF/cm2
capacitance step, Poisson: 74.68 pF/cm2
peak conductance, formula: 19.50 nS/cm2
peak conductance, Poisson: 19.22 nS/cm2
depth error if peak is read as e: 17.7 meV
ac amplitude: 10 mV; at crossing: 0.158 kT/q
response change from that amplitude: 0.16 %
hole/electron emission, equal sigma: 3.2e-04
leakage electrons / n1: 1.0e-04
leakage conductance: 1.41 nS/cm2
supply drop / ac potential at crossing: 4.1e-05
degeneracy correction in bulk: 0.81 %
tunnelling factor on e (exponent only): 1.036
Poole-Frenkel factor if charged: 4.69
largest field: 0.0875 MV/cm
rough breakdown field: 0.4 MV/cm
change of e for +1 K: 8.5 %
done: every assertion held
```
